\section*{Purcell Relaxation of a Donor Spin through a Strongly Damped Resonator}

\section{What is damped, and at what rate}

Q: You want to remove a resonator from the problem and keep a donor spin that relaxes. But the spin and the resonator exchange energy reversibly. Where does irreversibility enter?

A: Through the output line of the resonator. I use atomic units, so $\hbar=1$ and energies are angular frequencies. The spin has states $g$ and $e$, with $\sigma_-=|g\rangle\langle e|$ and $\sigma_+=\sigma_-^\dagger$. The resonator mode is $a$, and the line modes are $b_k$. With spin and resonator both at frequency $\omega$,
\begin{align}
H={}&\omega\,\sigma_+\sigma_-+\omega\,a^\dagger a+g\,(a^\dagger\sigma_-+a\,\sigma_+)\nonumber\\
&+\sum_k\omega_k b_k^\dagger b_k+v\sum_k(a^\dagger b_k+b_k^\dagger a).
\end{align}
Here $g$ and $v$ are real, and terms that create or destroy two excitations together have been dropped. This $H$ conserves the number of excitations. Starting from an excited spin and no photons, the state stays in the form
\begin{equation}
c_e|e,0,0\rangle+c_1|g,1,0\rangle+\sum_k d_k|g,0,1_k\rangle ,
\end{equation}
where the labels give the spin, the resonator and the line. In a frame rotating at $\omega$, with $\nu_k=\omega_k-\omega$, the Schr\"odinger equation reads
\begin{align}
\dot c_e&=-ig\,c_1,\label{ce}\\
\dot c_1&=-ig\,c_e-iv\sum_k d_k,\\
\dot d_k&=-i\nu_k d_k-iv\,c_1 .
\end{align}

Q: That is still reversible, only with more variables.

A: Yes, as long as the line modes are discrete. Solve the last equation with $d_k(0)=0$:
\begin{equation}
d_k(t)=-iv\int_0^t e^{-i\nu_k(t-s)}c_1(s)\,ds .
\end{equation}
Inserting this in the equation for $c_1$ gives
\begin{equation}
\dot c_1=-ig\,c_e-v^2\int_0^t\sum_k e^{-i\nu_k(t-s)}c_1(s)\,ds .
\end{equation}
Let the modes have spacing $\delta$ and fill a band much wider than any rate in the problem. For times short of the recurrence time $2\pi/\delta$, the sum acts as
\begin{equation}
\sum_k e^{-i\nu_k\tau}\to\frac1\delta\int_{-\infty}^{\infty}e^{-i\nu\tau}d\nu=\frac{2\pi}{\delta}\,\delta_{\rm D}(\tau),
\end{equation}
with $\delta_{\rm D}$ the Dirac function. Its peak sits at the end $s=t$ of the integration range, so half of it counts:
\begin{equation}
\dot c_1=-\frac{\kappa}{2}c_1-ig\,c_e,\qquad \kappa=\frac{2\pi v^2}{\delta}.\label{c1}
\end{equation}
As $\delta\to0$ at fixed $v^2/\delta$ the recurrence moves to infinite time, and the loss is permanent.

Q: Why write $\kappa/2$ and not $\kappa$?

A: For an uncoupled resonator, $g=0$, the amplitude falls as $e^{-\kappa t/2}$ and the photon number $|c_1|^2$ as $e^{-\kappa t}$. So $\kappa$ is the energy decay rate, and the quality factor is $\omega/\kappa$. The numerical factor in the final rate depends on this choice.

Q: A donor spin can start in a superposition. Do two amplitudes describe that?

A: They do. The state $|g,0,0\rangle$ has zero energy and $H$ does not couple it to anything. If the spin starts as $\alpha|g\rangle+\beta|e\rangle$, the part $\alpha|g,0,0\rangle$ stays constant and the other part evolves as above. Tracing out resonator and line gives
\begin{equation}
\rho_{ee}(t)=|c_e|^2\rho_{ee}(0),\qquad \rho_{eg}(t)=c_e\,\rho_{eg}(0).\label{map}
\end{equation}
The terms with a photon are orthogonal to the vacuum, so they add to $\rho_{gg}$ but not to $\rho_{eg}$. By linearity the same holds for mixed spin states.

\section{Removing the resonator}

Q: Now comes the step I distrust. People set $\dot c_1=0$, yet $c_1$ plainly changes with time.

A: Then let us not set it to zero. Solve (\ref{c1}) with $c_1(0)=0$ and integrate by parts:
\begin{align}
c_1(t)&=-ig\int_0^t e^{-\kappa(t-s)/2}c_e(s)\,ds\\
&=-\frac{2ig}{\kappa}\left[c_e(t)-e^{-\kappa t/2}\right]+R(t),\\
R(t)&=\frac{2ig}{\kappa}\int_0^t e^{-\kappa(t-s)/2}\,\dot c_e(s)\,ds .
\end{align}
Since $|c_e|\le1$, the first line gives $|c_1|\le 2g/\kappa$. Then (\ref{ce}) gives $|\dot c_e|\le2g^2/\kappa$, and
\begin{equation}
|R|\le\frac{2g}{\kappa}\cdot\frac{2}{\kappa}\cdot\frac{2g^2}{\kappa}=\frac{8g^3}{\kappa^3}.
\end{equation}
While $c_e$ is of order one, this is smaller than the main term by a factor of order $g^2/\kappa^2$. The term $e^{-\kappa t/2}$ dies within a few times $2/\kappa$. What remains is
\begin{equation}
c_1\simeq-\frac{2ig}{\kappa}\,c_e .\label{slave}
\end{equation}
The resonator remembers the spin over a time $2/\kappa$, and in that time the spin hardly changes. So $c_1$ does vary, but only as slowly as $c_e$.

Q: And the relaxation rate?

A: Put (\ref{slave}) into (\ref{ce}):
\begin{equation}
\dot c_e=-ig\left(-\frac{2ig}{\kappa}\right)c_e=-\frac{2g^2}{\kappa}c_e .
\end{equation}
The excited population $P_e=|c_e|^2$ decays at twice the amplitude rate:
\begin{equation}
\dot P_e=-\Gamma P_e,\qquad \Gamma=\frac{4g^2}{\kappa}.\label{gamma}
\end{equation}
By (\ref{map}) the coherence $\rho_{eg}$ decays at $\Gamma/2$. This is the Purcell rate for $g\ll\kappa$, on resonance, with an empty resonator.

Q: The damping appears in the denominator. A lossier resonator makes the spin live longer?

A: At fixed $g$ in this regime, yes. The photon population follows from (\ref{slave}):
\begin{equation}
P_1=\frac{4g^2}{\kappa^2}P_e .
\end{equation}
Energy leaves at the rate $\kappa P_1=\Gamma P_e$. Doubling $\kappa$ doubles the escape rate per photon but divides the photon population by four.

The golden rule gives the same answer. Loss spreads the resonator state over a Lorentzian of unit area and full width $\kappa$, whose peak height is $2/(\pi\kappa)$. Hence the rate is $2\pi g^2\cdot 2/(\pi\kappa)=4g^2/\kappa$. More damping lowers the density of final states at the spin frequency.

Q: I would still like to see this come out of the reversible problem.

A: Take 1601 line modes with spacing $0.05\,\kappa$, choose $v$ so that $2\pi v^2/\delta=\kappa$, and set $g=0.05\,\kappa$. Diagonalize the one-excitation matrix numerically and read the decay rate of $P_e$ between $t=30/\kappa$ and $90/\kappa$, before the recurrence near $126/\kappa$. The result is $0.010101\,\kappa$, while (\ref{gamma}) gives $0.010000\,\kappa$.

\section{How good the single rate is}

Q: Those differ by one percent. Is that numerical noise?

A: No, it is the next order in $g^2/\kappa^2$. Differentiate (\ref{ce}) and use (\ref{c1}):
\begin{equation}
\ddot c_e=-ig\,\dot c_1=\frac{i g\kappa}{2}c_1-g^2c_e=-\frac{\kappa}{2}\dot c_e-g^2c_e .
\end{equation}
This is a damped oscillator. Trying $e^{st}$ gives
\begin{equation}
s=-\frac{\kappa}{4}\pm\Omega,\qquad \Omega=\sqrt{\frac{\kappa^2}{16}-g^2}.
\end{equation}
With $c_e(0)=1$ and $\dot c_e(0)=0$ the solution is
\begin{equation}
c_e=e^{-\kappa t/4}\left[\cosh\Omega t+\frac{\kappa}{4\Omega}\sinh\Omega t\right].\label{exact}
\end{equation}
For $g<\kappa/4$ the slower exponential gives the population rate
\begin{align}
\Gamma_{\rm slow}&=2\left(\frac{\kappa}{4}-\Omega\right)=\frac{\kappa-\sqrt{\kappa^2-16g^2}}{2}\nonumber\\
&=\frac{8g^2}{\kappa+\sqrt{\kappa^2-16g^2}}\simeq\Gamma\left(1+\frac{4g^2}{\kappa^2}\right).\label{slow}
\end{align}
The second line follows on multiplying above and below by $\kappa+\sqrt{\kappa^2-16g^2}$. The expansion uses $\sqrt{\kappa^2-16g^2}\simeq\kappa(1-8g^2/\kappa^2)$. At $g=0.05\,\kappa$ the unexpanded form gives $0.010102\,\kappa$, which accounts for the one percent.

Q: A correct rate does not guarantee a correct curve. What about early times?

A: At first the resonator is empty and the spin has nothing to follow. From $\ddot c_e(0)=-g^2$ one finds $P_e\simeq1-g^2t^2$ for $t\ll1/\kappa$, so the decay starts late. To see by how much, write $\epsilon=g^2/\kappa^2$. To first order $\kappa/(4\Omega)\simeq1+8\epsilon$, and (\ref{exact}) becomes
\begin{equation}
c_e\simeq(1+4\epsilon)\,e^{-\Gamma_{\rm slow}t/2}-4\epsilon\,e^{-\kappa t/2}.
\end{equation}
Square this, use (\ref{slow}), and subtract the simple exponential. Once $e^{-\kappa t/2}$ has died,
\begin{equation}
P_e-e^{-\Gamma t}\simeq4\epsilon\,(2-\Gamma t)\,e^{-\Gamma t}.\label{err}
\end{equation}
For small $\epsilon$ the largest error therefore tends to $8\epsilon$. It is reached after the transient but well before $1/\Gamma$. Since $8\epsilon=\Gamma\cdot(2/\kappa)$, it amounts to a delay of one memory time $2/\kappa$.

Q: And if the damping is not strong?

A: For $g>\kappa/4$, $\Omega$ is imaginary. With $w=\sqrt{g^2-\kappa^2/16}$,
\begin{equation}
c_e=e^{-\kappa t/4}\left[\cos wt+\frac{\kappa}{4w}\sin wt\right],\qquad \dot c_e=-\frac{g^2}{w}e^{-\kappa t/4}\sin wt .
\end{equation}
The amplitude passes through zero and the population revives, with its first maximum at $wt=\pi$ and height $e^{-\pi\kappa/(2w)}$. For $g=\kappa/2$ this is 0.027. Part of the excitation returns to the spin before it can escape, and no single rate describes the curve.

This also limits the asymptotic decay rate. At fixed $g$, $\Gamma_{\rm slow}$ grows as $\kappa$ is lowered and reaches $2g$ at $\kappa=4g$. Below that, the envelope of the population decays at $\kappa/2$, which is less than $2g$. The bound concerns the long-time tail only. Somewhat below $\kappa=4g$ the amplitude passes through zero and the revival is small, so a given threshold can be reached sooner: the population stays under $10^{-2}$ after $gt\approx2.4$ at $\kappa=2.5g$, against $gt\approx3.9$ at $\kappa=4g$.

\section{Detuning, dephasing and heat}

Q: A donor is never perfectly on resonance.

A: Let the spin frequency exceed the resonator frequency by $\Delta$. In the frame of the spin the resonator has energy $-\Delta$, so
\begin{equation}
\dot c_1=\left(i\Delta-\frac{\kappa}{2}\right)c_1-ig\,c_e,\qquad c_1\simeq\frac{-ig\,c_e}{\kappa/2-i\Delta}.
\end{equation}
Then
\begin{equation}
\dot c_e=-\frac{g^2}{\kappa/2-i\Delta}c_e=-g^2\,\frac{\kappa/2+i\Delta}{\kappa^2/4+\Delta^2}\,c_e .
\end{equation}
The imaginary part shifts the spin frequency. Twice the real part is the population rate:
\begin{equation}
\Gamma(\Delta)=\frac{g^2\kappa}{\kappa^2/4+\Delta^2}=\frac{\Gamma}{1+4\Delta^2/\kappa^2}.\label{det}
\end{equation}
It halves at $|\Delta|=\kappa/2$. Beyond that offset the role of damping reverses: at fixed $g$ and $\Delta$ the rate grows with $\kappa$ as long as $\kappa<2|\Delta|$, and far off resonance it is $g^2\kappa/\Delta^2$.

Q: That treats a fixed offset. What if the spin frequency jitters?

A: Suppose the jitter is fast noise that makes the spin coherence decay at a rate $\gamma$ and leaves populations alone. Work with $X=\overline{c_1c_e^*}$, averaged over the noise. On resonance (\ref{ce}) and (\ref{c1}), with the extra decay, give
\begin{align}
\dot P_e&=2g\,{\rm Im}\,X,\\
\dot X&=-\left(\frac{\kappa}{2}+\gamma\right)X-ig\,(P_e-P_1).
\end{align}
Now $P_1\ll P_e$, and $X$ follows the slow populations, so $X\simeq-igP_e/(\kappa/2+\gamma)$. Hence
\begin{equation}
\dot P_e=-\frac{4g^2}{\kappa+2\gamma}P_e .\label{deph}
\end{equation}
Noise slow compared with $1/\kappa$ is different: there one averages (\ref{det}) over the offsets. That average is the decay rate if the offset is redrawn many times within $1/\Gamma$, the lifetime on resonance. If the offset jumps to independent values, many jumps within the longer averaged lifetime are not enough, because a spin that lands on resonance empties before the next jump. Let the jumps come at random times at a rate $r$ well above the averaged rate and well below $\kappa$. The spin then decays before the next jump with probability $\Gamma(\Delta)/[r+\Gamma(\Delta)]$, so the decay rate is the average of $r\,\Gamma(\Delta)/[r+\Gamma(\Delta)]$, and for a spread much wider than $\kappa$ this is the plain average divided by $\sqrt{1+\Gamma/r}$. The factor belongs to this jump model. At $r=\Gamma$ it is 0.71, and evenly spaced jumps give 0.80. An offset that drifts continuously, as Gaussian diffusion with correlation decay rate $r$, soon leaves the resonance again: for the natural-silicon spread used below the rate stays within 4 percent of the plain average even at $r=0.1\,\Gamma$. If the offset is frozen in each run, it is the initial slope of the averaged curve, after the transient.

Q: And a warm resonator?

A: Let it hold $n$ thermal photons on average. Its correlations in the rotating frame are
\begin{equation}
\langle a(\tau)a^\dagger(0)\rangle=(n+1)e^{-\kappa|\tau|/2},\quad
\langle a^\dagger(\tau)a(0)\rangle=n\,e^{-\kappa|\tau|/2},
\end{equation}
because the amplitude decays at $\kappa/2$. To lowest order in $g$, the probability of a downward flip in a time $t\gg1/\kappa$ is $g^2$ times a double time integral of the first correlation, that is, $t$ times
\begin{equation}
\Gamma_\downarrow=g^2(n+1)\int_{-\infty}^{\infty}e^{-\kappa|\tau|/2}d\tau=\Gamma(n+1).
\end{equation}
The second correlation gives $\Gamma_\uparrow=\Gamma n$. Therefore
\begin{equation}
\dot P_e=-\Gamma_\downarrow P_e+\Gamma_\uparrow(1-P_e)=-\Gamma(2n+1)P_e+\Gamma n .
\end{equation}
The spin relaxes faster, towards $P_e=n/(2n+1)$ instead of zero. The rate requires $\Gamma(2n+1)\ll\kappa$, and its relative correction is of the order of that ratio: about 4 percent at $g=0.02\,\kappa$, $n=10$.

\section{Numbers for a phosphorus donor}

Q: Give me a case.

A: Take round parameters suited to a phosphorus donor in silicon below a superconducting microresonator: photon energy $\hbar\omega=3\times10^{-5}$ eV, coupling $\hbar g=2.5\times10^{-13}$ eV, width $\hbar\kappa=10^{-10}$ eV and temperature 0.02 K. The quality factor is $3\times10^5$, and $g/\kappa=2.5\times10^{-3}$, so the damping is strong. Then
\begin{equation}
\hbar\Gamma=\frac{4\,(2.5\times10^{-13})^2}{10^{-10}}\ {\rm eV}=2.5\times10^{-15}\ {\rm eV}.
\end{equation}
Dividing by $\hbar$ gives $\Gamma=3.8\ {\rm s^{-1}}$ and a relaxation time of 0.26 s.

Q: Does the full decay curve agree?

A: I solved the master equation for spin and resonator, with damping $\kappa$ and up to two photons kept, by exponentiating its generator. At $\Gamma t=0.5$, 1 and 2 the population is 0.606553, 0.367889 and 0.135335. The simple exponential gives 0.606531, 0.367879 and 0.135335. The difference is about $2\times10^{-5}$, then $1\times10^{-5}$, then nothing visible. This is the pattern of (\ref{err}), which vanishes at $\Gamma t=2$.

Q: So the elimination is not the weak point. What is?

A: The resonance condition. Near this working point I take the spin frequency to shift by roughly $2\mu_{\rm B}$ per unit field, with $\mu_{\rm B}$ the Bohr magneton. The rate then halves at a field offset of $\hbar\kappa/(4\mu_{\rm B})=4.3\times10^{-7}$ T.

In silicon nearly free of nuclear spins, take a free-precession coherence time $T_2^*$, at which the coherence has fallen to $1/e$, of roughly $10^{-4}$ s. For Gaussian offsets of standard deviation $\sigma$ the coherence is $e^{-\sigma^2t^2/2}$, so $\sigma=\sqrt2/T_2^*$. With $y=2\Delta/\kappa$ and $s=2\sigma/\kappa$, the mean rate is
\begin{equation}
\frac{\overline\Gamma}{\Gamma}=\int_{-\infty}^{\infty}\frac{e^{-y^2/(2s^2)}}{s\sqrt{2\pi}}\,\frac{dy}{1+y^2}.
\end{equation}
Numerical integration gives 0.97, a loss of 3 percent. In natural silicon the nuclear spins spread the field by roughly $10^{-4}$ T, and the same integral gives about $5\times10^{-3}$. The donor is then usually off resonance, and $4g^2/\kappa$ no longer describes it. Nor does the mean rate give a lifetime if the offsets are frozen: it comes from the few donors near resonance, and at $t=1/\overline\Gamma$ the averaged population is still about 0.92 from the resonator alone, or 0.88 with the spin-lattice time assumed below. For the median offset the resonator needs about $6\times10^3$ s, longer than that assumed time of $10^3$ s; for a spin-lattice time of $10^4$ s or more the order is reversed.

Q: Phosphorus has a nuclear spin of its own.

A: It does, and it splits the electron line by roughly $5\times10^{-7}$ eV, or 5000 resonator widths. If one nuclear orientation is resonant, (\ref{det}) reduces the rate for the other by a factor of $10^{-8}$. The example therefore needs the donor nucleus in the matching state.

Q: And the remaining omissions?

A: They are smaller at 0.02 K:
\begin{itemize}
\item There are $3\times10^{-8}$ thermal photons. If the line delivers radiation at 0.1 K, however, $n=0.032$ and the rate rises by 6 percent, more than the field noise removes in the nearly spin-free material.
\item For fast dephasing with a coherence time of roughly $10^{-2}$ s, (\ref{deph}) lowers the rate by about 0.1 percent.
\item For a spin-lattice time of roughly $10^3$ s, the lattice adds about $3\times10^{-4}$ of $\Gamma$.
\item The dropped term $g(a^\dagger\sigma_++a\sigma_-)$ couples $|g,0\rangle$ to $|e,1\rangle$, which lies $2\omega$ higher. The admixed amplitude has size $g/(2\omega)=4\times10^{-9}$.
\end{itemize}

Q: How close is all this to a real device?

A: The photon energy, quality factor and temperature lie in the range used for spin resonance with superconducting microresonators. For phosphorus, however, this photon energy requires a static field of about 0.26 T. The resonator must keep its quality factor in that field, which calls for a field-tolerant superconducting film with the field aligned in its plane, and the offset of $4.3\times10^{-7}$ T is less than two parts per million of the applied field. The coupling is a rough value for a conductor a few micrometres wide. It depends on where the donor sits, and $\Gamma$ follows its square, so a donor with half the coupling relaxes four times more slowly. An ensemble of donors has a spread of couplings and therefore a spread of rates. The assumption most easily broken is exact resonance, whose loss lowers the rate averaged over field offsets by 3 percent in the nearly spin-free material and by more than a factor of 100 in natural silicon. The value 0.26 s is thus a prediction of the model for one tuned donor in a cold resonator, and not a measured lifetime.

All numerical values are calculated from the stated model.
